Noise, bias and grid span for fitted bond lengths and frequencies

**Problem**

A Monte Carlo calculation gives the energy of a diatomic molecule at M bond lengths,

R_i = Rc + L t_i,

where the t_i are equally spaced from −1 to 1, so that L is half the width of the grid. The energies carry independent Gaussian errors with zero mean and standard deviation s. With x = R − Re measured from the true minimum, the noiseless curve is

V = V0 + kx²/2 + gx³/6 + hx⁴/24 + …, k > 0.

A parabola a + bu + cu², with u = R − Rc, is fitted by unweighted least squares. It gives the bond length R̂ = Rc − b/(2c) and the harmonic frequency ω̂ = √(2c/μ), where μ is the reduced mass.

(a) Find the statistical uncertainty of R̂ and ω̂.

(b) For a grid centred on the minimum, find the L that minimizes the root-mean-square (rms) error, noise and anharmonic bias together, of each quantity.

(c) The centre is in practice misplaced by d = Re − Rc. What does this do to the results, and does a cubic fit help?

For numbers, take a model Morse curve, V = 0.2 (1 − e^(−x))² in hartree with x in bohr, Re = 2 bohr, μ = 10000 electron masses, M = 7 and s = 1.0×10⁻⁴ hartree. Its derivatives at the minimum are k = 0.4 hartree/bohr², g = −1.2 hartree/bohr³ and h = 2.8 hartree/bohr⁴, and its harmonic frequency is 1388 cm⁻¹.

**First estimate by scaling**

Averaging over M points reduces the noise to about s/√M. Over a distance L this is a slope error s/(√M L) and a curvature error s/(√M L²). A wide grid therefore suppresses noise, but it also lets in the terms that the parabola lacks. The cubic term is odd: it tilts the parabola and moves its minimum. The quartic term is even: it changes the curvature. The compromise should lie where the omitted energy at the grid edge equals the averaged noise:

bond length: |g|L³/6 ≈ s/√M

frequency: |h|L⁴/24 ≈ s/√M

Here s/√M = 3.78×10⁻⁵ hartree. The first condition gives L³ ≈ 1.89×10⁻⁴ bohr³, or L ≈ 0.057 bohr. The second gives L⁴ ≈ 3.24×10⁻⁴ bohr⁴, or L ≈ 0.134 bohr.

The displacement of the minimum is the slope error divided by k, about s/(√M kL) = 0.0016 bohr. The relative frequency error is about s/(√M kL²) = 0.5 %. With L ∝ s^(1/3) and L ∝ s^(1/4) respectively, these errors scale as s^(2/3) and s^(1/2).

**Solution to leading order**

*The fit.* Let m_n be the mean of t_i^n over the grid. Odd means vanish by symmetry. Setting the derivatives of Σ(E_i − a − bu_i − cu_i²)² with respect to b, a and c to zero gives

Σ t_i E_i = M m2 L b

Σ E_i = M a + M m2 L² c

Σ t_i² E_i = M m2 a + M m4 L² c

Subtracting m2 times the second equation from the third removes a. With D = m4 − m2²,

b = Σ t_i E_i / (M m2 L)

c = Σ (t_i² − m2) E_i / (M D L²)

Since Σ t_i² = M m2 and Σ (t_i² − m2)² = M D, independent errors give

σ_b² = s²/(M m2 L²), σ_c² = s²/(M D L⁴)

The covariance of b and c is proportional to Σ t_i(t_i² − m2) = 0.

*(a) Uncertainties.* At leading order the fit has b = −kd and c = k/2. Differentiating −b/(2c) gives

δR̂ = −δb/(2c) + b δc/(2c²) = −(δb + 2d δc)/k

and, because ω̂ ∝ √c, δω̂/ω = δc/(2c) = δc/k. Hence

σ_R² = (σ_b² + 4d² σ_c²)/k²

σ_ω/ω = s/(kL² √(MD))

For d = 0 the first reduces to σ_R = s/(kL √(M m2)). These formulas require σ_c ≪ c. For Gaussian errors the ratio b/c formally has no finite variance, because c can come arbitrarily near zero; the formula describes the distribution when that event is many standard deviations away.

*Bias on a centred grid.* Put the omitted terms into the expressions for b and c. The cubic term adds to b

δb = (gL³/6) Σ t_i⁴/(M m2 L) = gL² m4/(6 m2)

and the quartic term adds to c

δc = (hL⁴/24) Σ (t_i² − m2)t_i⁴/(M D L²) = hqL²/24, q = (m6 − m2 m4)/D

With δR̂ = −δb/k and δω̂/ω = δc/k,

bias of R̂ = −gL² m4/(6k m2)

relative bias of ω̂ = hqL²/(24k)

The number q is positive, since t² and t⁴ rise together. For the Morse curve g < 0 and h > 0, so the fitted bond is too long and the frequency too high.

*(b) Best span for the bond length.* The mean square error is A/L² + B²L⁴, with A = s²/(M m2 k²) and B = g m4/(6k m2). Its derivative, −2A/L³ + 4B²L³, vanishes at L⁶ = A/(2B²), that is

L_R⁶ = 18 s² m2/(M g² m4²)

The force constant has cancelled, because it divides noise and bias alike. At this span B²L⁴ = A/(2L²): the squared bias is half the variance.

*Best span for the frequency.* The relative mean square error is P/L⁴ + Q²L⁴, with P = s²/(M D k²) and Q = hq/(24k). The derivative vanishes at L⁸ = P/Q², so

L_ω⁴ = 24 s/(√(MD) |h| q)

and here squared bias and variance are equal. If g or h vanishes, the corresponding span diverges in these formulas. Any limit then comes from terms left out here.

*Numbers.* Seven points have m2 = 0.4444, m4 = 0.3457, m6 = 0.3112, D = 0.1481 and q = 1.0635. Then

L_R⁶ = 18 × 10⁻⁸ × 0.4444/(7 × 1.44 × 0.1195) = 6.64×10⁻⁸ bohr⁶, L_R = 0.0636 bohr

L_ω⁴ = 24×10⁻⁴/(1.018 × 2.8 × 1.0635) = 7.92×10⁻⁴ bohr⁴, L_ω = 0.168 bohr

At L_R the noise is 0.0022 bohr and the bias 0.0016 bohr, together 0.0027 bohr or 0.14 pm. At L_ω noise and bias are each 0.87 % of the frequency, together 1.23 % or 17 cm⁻¹.

With a parabola, no single grid serves both quantities well. The ratio (L_ω/L_R)² is about 7. At L_ω the bond-length bias is larger by this factor, and the rms error rises to 0.011 bohr. At L_R the frequency noise is larger by the same factor, and the rms error rises to 6.1 %. Even at a compromise span of 0.109 bohr, both rms errors are about 1.7 times their least values.

*(c) A misplaced centre.* The derivatives of V at Rc, where x = −d, are

V′ = −kd + gd²/2 + …, V″ = k − gd + …

The parabola has b = V′ + gL² m4/(6 m2) and 2c = V″ at this order. Expanding 1/V″ ≈ (1 + gd/k)/k,

−b/(2c) = d + gd²/(2k) − gL² m4/(6k m2)

bias of R̂ = (g/2k)[d² − L² m4/(3 m2)]

At this order the offset enters the noiseless bond-length bias only through d², but with noisy energies it also adds scatter through the term 4d²σ_c² found in (a). At L_R and |d| = 0.03 bohr, the leading-order formula raises σ_R from 0.0022 to 0.0043 bohr; fits to randomly perturbed Morse energies give 0.0041 bohr for d = +0.03 bohr and 0.0049 bohr for d = −0.03 bohr. Noise also adds a small bias linear in d: the mean of 1/c exceeds its noiseless value by a factor of about 1 + (σ_c/c)², which shifts R̂ by about d(σ_c/c)², or 0.0004 bohr here, small beside the scatter. The frequency suffers in first order, since the parabola reports the curvature at the centre of the grid:

relative bias of ω̂ = −gd/(2k)

This does not contain L, so shrinking the grid does not remove it. For d = 0.03 bohr it is 1.2 × 0.03/0.8 = 4.5 %. At L_ω this term alone reaches the 0.87 % noise when |d| is about 0.006 bohr. For the Morse curve it adds to the quartic bias if d > 0 and opposes it if d < 0.

*The cubic fit.* Add eu³ to the fitted polynomial. At its minimum b + 2cu + 3eu² = 0, and the curvature there is 2c + 6eu. Squaring,

(2c + 6eu)² = 4c² + 12e(2cu + 3eu²) = 4c² − 12be

so k̂ = √(4c² − 12be), with the positive root for a minimum.

For the bias, write x = u − d. The cubic fit reproduces every term of V up to u³, whatever d is. What it misses of hx⁴/24 is h/24 times u⁴ minus the fit to u⁴, and that fit is qL²u² plus a constant. The fitted curvature at u = d is therefore

k̂ = k − (h/24)(12d² − 2qL²)

relative bias of ω̂ = (k̂ − k)/(2k) = h(qL² − 6d²)/(24k)

The shift of the fitted minimum away from d contributes at third order in L and d. The term −gd/(2k) has gone; what remains linear in d carries a factor L².

The price is extra noise. On a centred grid b = 0 and e = g/6 at leading order, so δk̂ = 2δc − (g/k)δb. The coefficient c is fitted as before, but b now shares the odd part of the data with e:

Σ t_i E_i = M(m2 Lb + m4 L³e)

Σ t_i³ E_i = M(m4 Lb + m6 L³e)

With Δ = m2 m6 − m4², elimination of e gives Lb = Σ(m6 t_i − m4 t_i³)E_i/(MΔ). The sum of the squared weights is M m6 Δ/(MΔ)², so σ_b² = s² m6/(MΔL²). The errors of b and c remain uncorrelated by symmetry, and

(σ_ω/ω)² = P/L⁴ + P′/L², P′ = g² s² m6/(4k⁴ MΔ)

Adding Q²L⁴ and setting the derivative to zero gives

Q²L⁸ = P + P′L²/2

Divided by L⁸, the right side falls steadily from infinity to zero, so there is one positive root. Solved numerically, it is L = 0.169 bohr, with a leading-order rms error of 1.28 %, against 1.23 % for a perfectly centred parabola. Fits to randomly perturbed Morse energies give a little over 1.3 % for the cubic.

Noiseless fits to the Morse curve at this span show the gain. Moving the centre by 0.03 bohr towards shorter bonds, so that d = +0.03 bohr, raises the parabola's frequency bias from 0.89 % to 5.46 %, whereas the cubic's goes from 0.89 % to 0.83 %. The leading formula gives 0.73 % for the last value; the difference comes from higher orders in L and d.

The gain survives the noise, although at both d = +0.03 and d = −0.03 bohr the cubic's frequency noise is larger than on a centred grid. Fits to randomly perturbed energies at this span give rms frequency errors of 1.4 % for d = +0.03 bohr and 1.5 % for d = −0.03 bohr, against 5.5 % and 3.7 % for the parabola.

The bond length gains too. The cubic fit removes the leading bias due to g, and on a centred grid of this span its noise σ_b/k is 0.0023 bohr, with negligible remaining bias. Fits to randomly perturbed energies give an rms error of 0.0022 bohr on the centred grid and 0.0021 bohr for d = ±0.03 bohr, below the parabola's best rms error of 0.0027 bohr. In this example one grid then serves both quantities.

**Comparison**

The scaling estimate has the right powers of s, g and h. It leaves out the grid moments, which depend on M. For M = 7 its spans are too small by the factors

L_R: [m2/(2 m4²)]^(1/6) = 1.11

L_ω: [1/(q√D)]^(1/4) = 1.25

These stay near one because high roots flatten the grid moments: they are 0.95 and 1.21 for M = 3, and 1.26 and 1.39 for M = 101. The errors are estimated less well: 0.0016 against 0.0027 bohr, and 0.5 % against 1.23 %. The estimate ignores the moments in the noise and counts noise without bias.

The leading-order solution can itself be compared with the full nonlinear estimators, by fitting parabolas to 100000 sets of randomly perturbed Morse energies and minimizing the rms error over L:

Bond length: best L is 0.0651 bohr, against 0.0636 from the formula.

Frequency: best L is 0.1674 bohr, against 0.1677 from the formula.

At the formula spans the sampled rms errors are 0.00279 bohr and 1.22 %.

The small excess for the bond length has a traceable origin. At L_R the relative curvature noise is ε = σ_c/c = 0.12. For Gaussian errors b and c are independent, so the mean square of b/(2c) contains the mean of 1/c², which, if the extremely rare cases of c near zero are left out, exceeds its noiseless value by a factor of about 1 + 3ε² = 1.044. The rms error grows by the square root, 1.022, which takes 0.00273 to 0.00279 bohr. Since ε falls as L grows, the same factor favours a slightly wider grid.

Reducing s by a factor of 8, with the span readjusted by the formulas, lowers the sampled rms errors by factors of 4.07 for the bond length and 2.82 for the frequency. The power laws give 8^(2/3) = 4 and 8^(1/2) = 2.83. If computing time grows as 1/s², this gain costs 64 times the sampling.
